# Wigner Rotation Matrices and Spherical Harmonics: Two Derivations: a numerical check

```python
"""
Result under test (hbar = 1, active rotations, Condon-Shortley phases):
    D^l_m0(alpha, beta, gamma) = sqrt(4 pi/(2l+1)) * conj(Y_lm(beta, alpha))
    d^l_00(beta) = P_l(cos beta)
D^l_m'm = <l m'| exp(-i alpha Lz) exp(-i beta Ly) exp(-i gamma Lz) |l m>.
Y_lm(polar angle, azimuth) is a spherical harmonic, P_l a Legendre polynomial.
D is computed from exponentials of angular momentum matrices. Y_lm is built
separately, by lowering (x+iy)^l with the differential operator L_minus.
A smooth cap of sharpness kappa stands in for the delta function at the pole.
Matrix rows and columns run over m = l, l-1, ..., -l.
"""
from math import factorial
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.special import eval_legendre

L_MAX = 4
x, y, z = sp.symbols("x y z", real=True)


def lower(f):
    """Apply L_minus = Lx - i Ly as a differential operator."""
    fx, fy, fz = sp.diff(f, x), sp.diff(f, y), sp.diff(f, z)
    lx = -sp.I * (y * fz - z * fy)
    ly = -sp.I * (z * fx - x * fz)
    return sp.expand(lx - sp.I * ly)


def build_harmonics(l):
    """List of (scale, function) for m = l, ..., -l on the unit sphere."""
    poly = sp.expand((x + sp.I * y)**l)
    scale = (-1)**l * np.sqrt(factorial(2*l + 1) / (4*np.pi))
    scale /= 2**l * factorial(l)
    result = []
    for m in range(l, -l - 1, -1):
        result.append((scale, sp.lambdify((x, y, z), poly, "numpy")))
        if m > -l:
            poly = lower(poly)
            scale /= np.sqrt(l*(l + 1) - m*(m - 1))
    return result


HARMONICS = [build_harmonics(l) for l in range(L_MAX + 1)]


def Y(l, points):
    """All Y_lm at unit vectors points[3, N]; result has shape [2l+1, N]."""
    one = np.ones(points.shape[1], dtype=complex)
    return np.array([s * f(*points) * one for s, f in HARMONICS[l]])


def angular_matrices(l):
    m = np.arange(l, -l - 1, -1)
    raising = np.diag(np.sqrt(l*(l + 1) - m[1:]*(m[1:] + 1.0)), 1)
    return np.diag(m.astype(float)), (raising - raising.T) / 2j


def wigner_D(l, alpha, beta, gamma):
    lz, ly = angular_matrices(l)
    return expm(-1j*alpha*lz) @ expm(-1j*beta*ly) @ expm(-1j*gamma*lz)


def rot_z(a):
    c, s = np.cos(a), np.sin(a)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def rot_y(b):
    c, s = np.cos(b), np.sin(b)
    return np.array([[c, 0, s], [0, 1.0, 0], [-s, 0, c]])


def rotation(alpha, beta, gamma):
    return rot_z(alpha) @ rot_y(beta) @ rot_z(gamma)


def direction(theta, phi):
    return np.array([[np.sin(theta)*np.cos(phi)],
                     [np.sin(theta)*np.sin(phi)],
                     [np.cos(theta)]])


# Product quadrature on the sphere
nodes, node_weights = np.polynomial.legendre.leggauss(80)
n_phi = 160
phi = 2*np.pi*np.arange(n_phi) / n_phi
ct, ph = [a.ravel() for a in np.meshgrid(nodes, phi, indexing="ij")]
st = np.sqrt(1 - ct**2)
sphere = np.array([st*np.cos(ph), st*np.sin(ph), ct])
weights = np.repeat(node_weights, n_phi) * 2*np.pi / n_phi
pole = np.array([[0.0], [0.0], [1.0]])

# Harmonics: orthonormality, pole values, sum rule, Legendre form for m = 0
for l in range(L_MAX + 1):
    values = Y(l, sphere)
    overlap = (values.conj() * weights) @ values.T
    assert np.allclose(overlap, np.eye(2*l + 1), atol=1e-11)
    expected = np.zeros(2*l + 1)
    expected[l] = np.sqrt((2*l + 1) / (4*np.pi))
    assert np.allclose(Y(l, pole)[:, 0], expected, atol=1e-12)
    total = np.sum(abs(values)**2, axis=0)
    assert np.allclose(total, (2*l + 1) / (4*np.pi), atol=1e-11)
    assert np.allclose(values[l], expected[l]*eval_legendre(l, ct), atol=1e-11)

# Rotation of functions and the main result, for several sets of Euler angles
alpha, beta, gamma = 0.7, 1.1, 0.4
angle_sets = [(alpha, beta, gamma), (2.9, 2.6, -1.3), (-1.2, 0.3, 5.0),
              (0.8, 0.0, 0.5), (0.8, np.pi, 0.5)]
error_function = error_main = 0.0
sample = sphere[:, ::397]
for a, b, g in angle_sets:
    R = rotation(a, b, g)
    assert np.allclose(R @ pole, direction(b, a), atol=1e-13)
    for l in range(L_MAX + 1):
        D = wigner_D(l, a, b, g)
        moved = Y(l, R.T @ sample)
        error_function = max(error_function,
                             np.max(abs(moved - D.T @ Y(l, sample))))
        formula = np.sqrt(4*np.pi/(2*l + 1)) * Y(l, direction(b, a))[:, 0].conj()
        error_main = max(error_main, np.max(abs(D[:, l] - formula)))
assert error_function < 1e-11
assert error_main < 1e-11

# d^l_00 against Legendre polynomials, also at higher l
error_legendre = 0.0
for l in range(9):
    for b in np.linspace(0, np.pi, 13):
        d00 = expm(-1j*b*angular_matrices(l)[1])[l, l]
        error_legendre = max(error_legendre,
                             abs(d00 - eval_legendre(l, np.cos(b))))
assert error_legendre < 1e-11

# Column m = 0 at the two poles, and its independence of gamma
for l in range(L_MAX + 1):
    unit = np.eye(2*l + 1)[l]
    assert np.allclose(wigner_D(l, 0.8, 0, 0.5)[:, l], unit, atol=1e-12)
    assert np.allclose(wigner_D(l, 0.8, np.pi, 0.5)[:, l], (-1)**l*unit,
                       atol=1e-12)
D2 = wigner_D(2, alpha, beta, gamma)
D2_other = wigner_D(2, alpha, beta, gamma + 1.9)
assert np.allclose(D2[:, 2], D2_other[:, 2], atol=1e-12)
assert np.max(abs(D2[:, 1] - D2_other[:, 1])) > 0.1


# Smooth cap: rotate it as a function and project on the harmonics
def cap(cosine, kappa):
    norm = kappa / (2*np.pi*(1 - np.exp(-2*kappa)))
    return norm * np.exp(kappa*(cosine - 1))


fine_x, fine_w = np.polynomial.legendre.leggauss(240)


def cap_factor(l, kappa):
    return 2*np.pi*np.sum(fine_w*cap(fine_x, kappa)*eval_legendre(l, fine_x))


kappa_test = 50.0
R = rotation(alpha, beta, gamma)
cap_pole = cap(sphere[2], kappa_test)
cap_moved = cap((R.T @ sphere)[2], kappa_test)
assert abs(np.sum(weights*cap_pole) - 1) < 1e-11
error_cap = 0.0
for l in range(L_MAX + 1):
    bras = Y(l, sphere).conj() * weights
    before, after = bras @ cap_pole, bras @ cap_moved
    a_l = np.sqrt((2*l + 1)/(4*np.pi)) * cap_factor(l, kappa_test)
    assert np.allclose(before, a_l*np.eye(2*l + 1)[l], atol=1e-11)
    D = wigner_D(l, alpha, beta, gamma)
    error_cap = max(error_cap, np.max(abs(after/before[l] - D[:, l])))
    if l == 2:
        cap_ratio = after / before[l]
assert error_cap < 1e-10


# Delta limit: the remainder after the 1/kappa term must fall as 1/kappa^2
def remainder(l, kappa):
    return cap_factor(l, kappa) - (1 - l*(l + 1)/(2*kappa))


for l in (2, 3, 4):
    assert abs(remainder(l, 200.0)/remainder(l, 800.0) - 16) < 0.3

# Worked example: l = 2, m = 0 rotated
s, c = np.sin(beta), np.cos(beta)
explicit = np.array([np.sqrt(6)/4*s*s, -np.sqrt(1.5)*s*c, (3*c*c - 1)/2,
                     np.sqrt(1.5)*s*c, np.sqrt(6)/4*s*s])
d2 = expm(-1j*beta*angular_matrices(2)[1])[:, 2]
assert np.allclose(d2, explicit, atol=1e-12)
u = R @ pole
Y2 = Y(2, u)[:, 0]
from_Y = np.sqrt(4*np.pi/5) * Y2.conj()
probability = abs(D2[:, 2])**2
assert abs(probability.sum() - 1) < 1e-12
without_conj = np.max(abs(D2[:, 2] - np.sqrt(4*np.pi/5)*Y2))
assert without_conj > 0.1

print(f"alpha, beta, gamma = {alpha}, {beta}, {gamma} rad")
print(f"sin(beta), cos(beta) = {s:.6f}, {c:.6f} (dimensionless)")
print("rotated pole u = (%.6f, %.6f, %.6f) (dimensionless)" % tuple(u[:, 0]))
print(f"Y_20 at north pole = {Y(2, pole)[2, 0].real:.6f} (dimensionless)")
print(f"factor sqrt(4 pi/5) = {np.sqrt(4*np.pi/5):.6f} (dimensionless)")
print("l = 2 (all dimensionless):")
for i, m in enumerate(range(2, -3, -1)):
    print(f"m={m:+d} d_m0(beta) = {d2[i].real:+.6f}")
    print(f"m={m:+d} Y_2m(beta,alpha) = {Y2[i]:+.6f}")
    print(f"m={m:+d} D_m0 from matrices = {D2[i, 2]:+.6f}")
    print(f"m={m:+d} D_m0 from conj(Y) = {from_Y[i]:+.6f}")
    print(f"m={m:+d} D_m0 from rotated cap = {cap_ratio[i]:+.6f}")
    print(f"m={m:+d} probability = {probability[i]:.6f}")
print(f"sum of probabilities = {probability.sum():.6f} (dimensionless)")
print(f"largest error if conj is omitted = {without_conj:.4f} (dimensionless)")
for l in range(L_MAX + 1):
    d00 = expm(-1j*beta*angular_matrices(l)[1])[l, l].real
    print(f"l={l} d_00 = {d00:+.6f}, P_l(cos beta) = "
          f"{eval_legendre(l, c):+.6f} (dimensionless)")
print(f"kappa of rotated cap = {kappa_test:.0f} (dimensionless)")
for k in (50.0, 200.0, 800.0):
    print(f"kappa={k:.0f} lambda_2 = {cap_factor(2, k):.6f}, "
          f"1-3/kappa = {1 - 3/k:.6f} (dimensionless)")
print(f"max error, rotated functions, l<=4 = {error_function:.1e} (dimensionless)")
print(f"max error, D_m0 formula, l<=4 = {error_main:.1e} (dimensionless)")
print(f"max error, d_00 = P_l, l<=8 = {error_legendre:.1e} (dimensionless)")
print(f"max error, rotated cap, l<=4 = {error_cap:.1e} (dimensionless)")
print("verified")
```

Output:

```
alpha, beta, gamma = 0.7, 1.1, 0.4 rad
sin(beta), cos(beta) = 0.891207, 0.453596 (dimensionless)
rotated pole u = (0.681633, 0.574132, 0.453596) (dimensionless)
Y_20 at north pole = 0.630783 (dimensionless)
factor sqrt(4 pi/5) = 1.585331 (dimensionless)
l = 2 (all dimensionless):
m=+2 d_m0(beta) = +0.486377
m=+2 Y_2m(beta,alpha) = +0.052146+0.302334j
m=+2 D_m0 from matrices = +0.082668-0.479300j
m=+2 D_m0 from conj(Y) = +0.082668-0.479300j
m=+2 D_m0 from rotated cap = +0.082668-0.479300j
m=+2 probability = 0.236563
m=+1 d_m0(beta) = -0.495101
m=+1 Y_2m(beta,alpha) = -0.238861-0.201190j
m=+1 D_m0 from matrices = -0.378674+0.318953j
m=+1 D_m0 from conj(Y) = -0.378674+0.318953j
m=+1 D_m0 from rotated cap = -0.378674+0.318953j
m=+1 probability = 0.245125
m=+0 d_m0(beta) = -0.191376
m=+0 Y_2m(beta,alpha) = -0.120717+0.000000j
m=+0 D_m0 from matrices = -0.191376+0.000000j
m=+0 D_m0 from conj(Y) = -0.191376-0.000000j
m=+0 D_m0 from rotated cap = -0.191376+0.000000j
m=+0 probability = 0.036625
m=-1 d_m0(beta) = +0.495101
m=-1 Y_2m(beta,alpha) = +0.238861-0.201190j
m=-1 D_m0 from matrices = +0.378674+0.318953j
m=-1 D_m0 from conj(Y) = +0.378674+0.318953j
m=-1 D_m0 from rotated cap = +0.378674+0.318953j
m=-1 probability = 0.245125
m=-2 d_m0(beta) = +0.486377
m=-2 Y_2m(beta,alpha) = +0.052146-0.302334j
m=-2 D_m0 from matrices = +0.082668+0.479300j
m=-2 D_m0 from conj(Y) = +0.082668+0.479300j
m=-2 D_m0 from rotated cap = +0.082668+0.479300j
m=-2 probability = 0.236563
sum of probabilities = 1.000000 (dimensionless)
largest error if conj is omitted = 0.9586 (dimensionless)
l=0 d_00 = +1.000000, P_l(cos beta) = +1.000000 (dimensionless)
l=1 d_00 = +0.453596, P_l(cos beta) = +0.453596 (dimensionless)
l=2 d_00 = -0.191376, P_l(cos beta) = -0.191376 (dimensionless)
l=3 d_00 = -0.447076, P_l(cos beta) = -0.447076 (dimensionless)
l=4 d_00 = -0.211354, P_l(cos beta) = -0.211354 (dimensionless)
kappa of rotated cap = 50 (dimensionless)
kappa=50 lambda_2 = 0.941200, 1-3/kappa = 0.940000 (dimensionless)
kappa=200 lambda_2 = 0.985075, 1-3/kappa = 0.985000 (dimensionless)
kappa=800 lambda_2 = 0.996255, 1-3/kappa = 0.996250 (dimensionless)
max error, rotated functions, l<=4 = 7.2e-16 (dimensionless)
max error, D_m0 formula, l<=4 = 5.2e-16 (dimensionless)
max error, d_00 = P_l, l<=8 = 8.3e-16 (dimensionless)
max error, rotated cap, l<=4 = 1.7e-14 (dimensionless)
verified
```
